# Why the dispersion series of two hydrogen atoms diverges at every distance

Suppose the potential between two atoms must be continued beyond the last computed distance by $-\sum_n C_n/R^n$. One has to decide at which $C_n$ to stop. If the series converged at large enough $R$, each further coefficient would eventually improve the result, and the only cost would be the work of computing it. For the second-order dispersion energy of two hydrogen atoms this is false at every $R$: beyond a certain order, additional correct coefficients make the energy worse.

## The counter-example

Take two ground-state hydrogen atoms with fixed nuclei a distance $R$ apart. Hartree atomic units are used, with instantaneous Coulomb forces and no electron exchange between the atoms. The second-order dispersion energy is $-D(R)$, with

$$D(R)=\sum_{a,b}\frac{|\langle ab|\,1/r_{12}\,|00\rangle|^2}{w_a+w_b}. \tag{1}$$

Here $a$ and $b$ are excited states of atoms A and B, and $w_a,w_b>0$ are their excitation energies. The other Coulomb terms act on at most one electron and cannot excite both atoms. Exchange, induction, the first-order Coulomb energy of the overlapping clouds and all higher orders are left out, so $-D$ is not the whole interaction energy of H$_2$. In magnitude the first-order Coulomb energy is $25\%$, $5\%$ and $0.6\%$ of $D$ at 6, 8 and 10 bohr. The third-order term $+3475/R^{11}$ is $4\%$, $1.1\%$ and $0.4\%$ of $D$ at the same distances. All $C_n$ below are second-order values; the full $C_{12}$ is $1.227\times10^5$ instead of $1.215\times10^5$.

$D(R)$ is finite. Every excitation energy is at least $3/8$, so $D\le\frac43\langle 00|r_{12}^{-2}|00\rangle$, and $r_{12}^{-2}$ is integrable in three dimensions.

At $R=10$ bohr the first two terms of the series are

$$\frac{6.499}{10^6}=6.499\times10^{-6},\qquad \frac{124.4}{10^8}=1.244\times10^{-6}\ \text{hartree}.$$

Their sum is $7.743\times10^{-6}$ hartree. The reference is (1) itself, computed from two-centre integrals without a multipole expansion. Three nested basis sets give $8.2536$, $8.2565$ and $8.2579$ in units of $10^{-6}$ hartree. If the steps $d_1,d_2$ between them continue as a geometric series with ratio $q=d_2/d_1$, the missing rest is $d_2q/(1-q)=d_2^2/(d_1-d_2)$. With the unrounded energies this adds $0.0015$ (the rounded values above give $0.0013$), so $D=8.259\times10^{-6}$ hartree. The geometric form is an assumption, not a bound. The polynomial degrees of the three bases, 14, 20 and 28, grow by the factors $1.43$ and $1.40$, so an error that falls as a power of the degree produces steps whose ratio is only roughly constant. A basis of degree 40 gives $8.2588$, and the ratio of the steps rises from $0.50$ to $0.58$. The missing rest is therefore probably about a third larger than the geometric correction, and the last digit of $D$ is uncertain by one unit ($8.259$ to $8.260$). Convergence is slower at shorter distances: the correction is $0.02\%$ of $D$ at 10 bohr, $0.1\%$ at 8 bohr and $0.4\%$ at 6 bohr. Errors below are relative to $D$.

| $n$ | $C_n/R^n$ (hartree) | error of sum through $n$ |
|---|---|---|
| 6 | $6.50\times10^{-6}$ | $-21.3\%$ |
| 8 | $1.24\times10^{-6}$ | $-6.3\%$ |
| 10 | $3.29\times10^{-7}$ | $-2.3\%$ |
| 12 | $1.21\times10^{-7}$ | $-0.8\%$ |
| 14 | $6.06\times10^{-8}$ | $-0.07\%$ |
| 16 | $3.94\times10^{-8}$ | $+0.4\%$ |
| 18 | $3.23\times10^{-8}$ | $+0.8\%$ |
| 20 | $3.28\times10^{-8}$ | $+1.2\%$ |

The terms shrink up to $n=18$ and then grow. Since all are positive, the partial sums pass $D$ and never return. Through $n=60$ the sum is $2.5\times10^4$ hartree, about $3\times10^9$ times $D$.

"Optimal truncation" can mean two things: stopping at the smallest term, which needs only the coefficients, or stopping at the partial sum closest to $D$, which needs the unexpanded energy.

| $R$ (bohr) | smallest term | error there | best sum | error there |
|---|---|---|---|---|
| 6 | $n=10$ | $+14\%$ | $n=8$ | $-9\%$ |
| 8 | $n=14$ | $+5\%$ | $n=12$ | $+1.3\%$ |
| 10 | $n=18$ | $+0.8\%$ | $n=14$ | $-0.07\%$ |

The best orders are therefore 8, 12 and 14. They do not change when the extrapolation correction to $D$ is varied by half its size. The very small error at 10 bohr is partly luck: neighbouring partial sums there differ by about $0.5$ to $0.7\%$ of $D$, and one happens to fall close to it.

In all three cases the best sum ends before the smallest term. Nor does the smallest term bound the error made by stopping there. At 10 bohr that error is $8.325\times10^{-6}-8.259\times10^{-6}=6.6\times10^{-8}$ hartree, twice the smallest term.

## The correct statement

Write $n=2L+2$ with $L=2,3,\dots$ The coefficients obey

$$B_L<C_{2L+2}\le\tfrac83B_L,\qquad B_L=\frac{(2L)!\,(L-1)(L+1)(L+6)}{12\cdot4^L}, \tag{2}$$

and $C_{2L+2}/B_L\to1$ as $L\to\infty$. Hence $\sum C_n/R^n$ diverges for every finite $R$. It is nevertheless an asymptotic series: at a fixed order, the truncation error vanishes faster than the last retained term as $R\to\infty$.

## Proof, part 1: the coefficients

Let $\mathbf r_1$ and $\mathbf r_2$ be the electron positions relative to their own nuclei, with the $z$ axis from A to B, and let $\mathbf s=\mathbf r_2-\mathbf r_1$. Then $r_{12}=|R\hat{\mathbf z}+\mathbf s|$, and for $s<R$

$$\frac1{r_{12}}=\sum_{L}(-1)^L\frac{s^LP_L(\cos\theta_s)}{R^{L+1}}. \tag{3}$$

To separate the two electrons, define $\mathbf k_\alpha=(i\cos\alpha,\,i\sin\alpha,\,1)$. Since $\mathbf k_\alpha\cdot\mathbf k_\alpha=0$, the polynomial $(\mathbf k_\alpha\cdot\mathbf s)^L$ satisfies Laplace's equation. Its average over $\alpha$ is axially symmetric and equals $z^L$ on the axis, so it is $s^LP_L(\cos\theta_s)$. The binomial theorem gives, with $l'=L-l$,

$$s^LP_L=\Big\langle\sum_l\binom Ll(-\mathbf k_\alpha\cdot\mathbf r_1)^{l}(\mathbf k_\alpha\cdot\mathbf r_2)^{l'}\Big\rangle_\alpha .$$

Acting on a spherical ground state, $(\mathbf k_\alpha\cdot\mathbf r)^l$ reaches only states of angular momentum $l$. Different pairs $(l,l')$ therefore do not interfere in (1), and double excitation requires $l,l'\ge1$.

For one energy level $a$, let $d_a$ be the matrix element of $r^lP_l(\cos\theta)$ between the ground state and the $m=0$ state. Squaring the amplitude and summing over $m$ requires

$$\sum_m\langle0|(\mathbf k_\alpha\cdot\mathbf r)^{l*}|am\rangle\langle am|(\mathbf k_\beta\cdot\mathbf r)^l|0\rangle=K_l\,d_a^2\,(\mathbf k_\alpha^*\cdot\mathbf k_\beta)^l .$$

This form follows because the left side is a rotational invariant of degree $l$ in each vector, and $\mathbf k_\alpha^*\cdot\mathbf k_\alpha^*=\mathbf k_\beta\cdot\mathbf k_\beta=0$. The remaining scalar product is $1+\cos(\alpha-\beta)$. Its powers have the average

$$\langle(1+\cos\delta)^l\rangle_\delta=2^l\langle\cos^{2l}(\delta/2)\rangle_\delta=2^{-l}\binom{2l}{l}.$$

Averaging the sum over $m$ over both angles must return $d_a^2$, so $K_l=2^l/\binom{2l}{l}$. The squared amplitude for $(l,l')$ then carries the factor

$$\binom Ll^2K_lK_{l'}\,2^{-L}\binom{2L}{L}=\frac{(2L)!}{(2l)!\,(2l')!}=\binom{2L}{2l}.$$

The signs disappear on squaring, and $(R^{-L-1})^2=R^{-2L-2}$. Therefore

$$C_{2L+2}=\sum_{l=1}^{L-1}\binom{2L}{2l}\sum_{a,b}\frac{d_a^2d_b^2}{w_a+w_b}. \tag{4}$$

Here $a$ and $b$ run over levels of angular momentum $l$ and $l'$, including the continuum. Every term is positive.

## Proof, part 2: factorial growth

The ground state is $\phi_0=e^{-r}/\sqrt\pi$, so $\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}dr=(k+2)!/2^{k+1}$. Completeness and the angular average $\langle P_l^2\rangle=1/(2l+1)$ give the total strength

$$S_l=\sum_ad_a^2=\frac{\langle r^{2l}\rangle}{2l+1}=\frac{(2l+2)!}{2^{2l+1}(2l+1)}=\frac{(l+1)(2l)!}{4^l}.$$

In the product with the binomial factor the separate factorials cancel:

$$\binom{2L}{2l}S_lS_{l'}=\frac{(2L)!}{4^L}(l+1)(l'+1). \tag{5}$$

The energy denominators cannot undo this growth. Let $f=r^lP_l$. Because $\nabla^2f=0$ and $\nabla\phi_0=-\hat{\mathbf r}\phi_0$,

$$(H-E_0)f\phi_0=-\tfrac12(\nabla^2f)\phi_0-\nabla f\cdot\nabla\phi_0=\frac{l}{r}f\phi_0 .$$

The mean excitation energy, weighted with $d_a^2$, is therefore

$$\bar w_l=l\,\frac{\langle r^{2l-1}\rangle}{\langle r^{2l}\rangle}=\frac{2l}{2l+2}=\frac{l}{l+1}<1 .$$

Since $1/x$ is convex, the weighted average of $1/(w_a+w_b)$ is at least $1/(\bar w_l+\bar w_{l'})>1/2$. Since each $w\ge3/8$, it is at most $4/3$. It remains to sum (5) over $l$. With $j=l+1$,

$$\sum_{j=2}^{L}j(L+2-j)=\frac{(L+1)(L+2)(L+3)}6-2(L+1)=\frac{(L-1)(L+1)(L+6)}6 .$$

The first expression on the right is the sum from $j=1$ to $L+1$, and the subtraction removes its two end terms. Multiplication by $(2L)!/4^L$ and by $1/2$ or $4/3$ gives (2). For $C_6$, where $L=2$, one has $B_2=24\cdot1\cdot3\cdot8/(12\cdot16)=3$, so the bounds are 3 and 8; the computed value is $6.499$.

For the limit, the mean square excitation energy is

$$l^2\frac{\langle r^{2l-2}\rangle}{\langle r^{2l}\rangle}=\frac{2l^2}{(l+1)(2l+1)}.$$

Subtracting $\bar w_l^2$ leaves the variance $l^2/[(l+1)^2(2l+1)]$, which tends to zero. For large $l$ and $l'$ both excitation energies concentrate at 1, and the average of $1/(w_a+w_b)$ tends to $1/2$. Pairs in which $l$ or $l'$ stays below a fixed value contribute a vanishing share of the sum. Hence $C_{2L+2}/B_L\to1$. The approach is slow: the ratio is $2.17$ for $C_6$, $1.38$ for $C_{18}$ and $1.08$ for $C_{90}$.

Divergence follows from the lower bound alone. The ratio of successive bounds on the terms is

$$\frac{B_{L+1}}{B_LR^2}=\frac{(L+1)(L+\frac12)}{R^2}\,\frac{L(L+2)(L+7)}{(L-1)(L+1)(L+6)} . \tag{6}$$

It grows without limit for any fixed $R$. The terms do not tend to zero, so the series cannot converge. A larger $R$ merely postpones the growth.

## Proof, part 3: why low orders are still useful

Cut (3) at $L=N$ and call the result $V_N$. Where $r_1+r_2<R/2$, the omitted part is at most $2(r_1+r_2)^{N+1}/R^{N+2}$. Elsewhere the density obeys $e^{-2(r_1+r_2)}\le e^{-R/2}e^{-(r_1+r_2)}$, so the contributions of $1/r_{12}$ and $V_N$ are exponentially small. The error of the vector $V_N|00\rangle$ thus has norm of order $R^{-N-2}$.

The doubly excited part of $V_N|00\rangle$ is of order $R^{-3}$, and the inverse energy denominators are bounded by $4/3$. The error in $D$ is then of order $R^{-N-5}$. To examine a given order $n$, choose $N\ge n$: the error is negligible against $R^{-n}$, and the finitely many terms beyond $n$ vanish faster than $R^{-n}$. This proves the asymptotic property.

The origin of the divergence is now visible. Expansion (3) is guaranteed for $r_1+r_2<R$, but the coefficients integrate each multipole over all space. In $S_lS_{l'}$ the radial weight is $r_1^{2l+2}r_2^{2l'+2}e^{-2(r_1+r_2)}$, so $r_1+r_2$ has a gamma distribution with shape $2L+6$ and rate 2. At $R=10$ bohr the region $r_1+r_2>R$ supplies $0.5\%$ of this integral for $n=6$, but $64\%$ for $n=18$.

If the charge were instead confined to $r<a$, with excitation energies bounded below by a positive value, then $S_l\le a^{2l}$. The coefficients would grow no faster than a constant times $(2a)^{2L}$, and the series would converge for $R>2a$. The exponential tail of the atom, however thin, removes this possibility.

## Where the smallest term lies

With $B_L$ in place of the coefficients, the smallest term lies where (6) reaches one. For large $L$ the last fraction is $1+3/L$ to first order, so

$$L^2+\tfrac92L\simeq R^2,\qquad L\simeq R-\tfrac94 .$$

For integer $R$ the first integer $L$ beyond this point is $R-2$, which gives $n\simeq2R-2$. This agrees with 10, 14 and 18 above. The numerical check finds the smallest term within 2 of this order for every integer $R$ from 6 to 30 bohr.

Its size follows from $(2L)!\simeq\sqrt{4\pi L}\,(2L/e)^{2L}$. With $L=R-c$ and $c$ fixed, $(L/R)^{2L}\to e^{-2c}$ cancels the factor $e^{2c}$ in $e^{-2L}$. The remaining factor is $L^3/(12R^2)\simeq R/12$, so

$$\min_n\frac{C_n}{R^n}\simeq\frac{\sqrt{4\pi}}{12}\,R^{3/2}e^{-2R}. \tag{7}$$

This is a leading law for large $R$. The computed smallest term exceeds it by a factor of $1.68$ at 10 bohr and $1.17$ at 40 bohr.

For the potential tail, the useful number of coefficients therefore depends on the shortest distance at which the tail is used. At 6 bohr even the best cut misses $D$ by $9\%$, and no further coefficient repairs this. There one can compute the unexpanded energy, or damp each term to account for the overlap of the charge clouds. Damping brings in a parameter. With the factor $1-e^{-bR}\sum_{k=0}^{n}(bR)^k/k!$, which behaves as $e^{-bR}(bR)^{n+1}/(n+1)!$ for large $n$, the ratio of successive terms tends to $b^2/4$. The damped series thus converges for $b<2$ and diverges for $b>2$, and at 6 bohr it misses $D$ by $-23\%$ for $b=1.5$ and by $-5\%$ for $b=1.67$. For the real H$_2$ potential the omitted exchange matters more than the cut. Half the singlet–triplet gap is about $209\%$, $46\%$ and $6\%$ of $D$ at 6, 8 and 10 bohr, which is 9 to 15 times the smallest term.

## Numbers as computed

```
Coefficients C_n (a.u.) and ratio to lower bound B_L
n= 6  C_n=6.499027e+00  C_n/B_L=2.1663
n= 8  C_n=1.243991e+02  C_n/B_L=1.8429
n=10  C_n=3.285828e+03  C_n/B_L=1.6690
n=12  C_n=1.214860e+05  C_n/B_L=1.5583
n=14  C_n=6.060773e+06  C_n/B_L=1.4808
n=16  C_n=3.937506e+08  C_n/B_L=1.4231
n=18  C_n=3.234219e+10  C_n/B_L=1.3783
n=20  C_n=3.278573e+12  C_n/B_L=1.3424
n=22  C_n=4.021083e+14  C_n/B_L=1.3129
n=42  C_n=7.503622e+38  C_n/B_L=1.1697
n=62  C_n=2.173841e+67  C_n/B_L=1.1168
n=90  C_n=5.225314e+111  C_n/B_L=1.0814
C8 on finite-difference grid: 124.402 a.u.
R=16 bohr: unexpanded/series - 1 = -3.5e-06
Smallest term / asymptotic law at R=10,20,40 bohr: 1.680 1.345 1.172
Tables: n, C_n/R^n (hartree), partial sum (hartree),
  error of sum (%), share from r1+r2>R (%)
R=6 bohr: |E| in bases of degree 14, 20, 28 (hartree): 2.31304e-04 2.32688e-04 2.33427e-04
  extrapolated |E|=2.34276e-04 hartree, correction 8.5e-07
  6 1.393e-04 1.39297e-04  -40.542  24.24
  8 7.406e-05 2.13361e-04   -8.927  46.16
 10 5.434e-05 2.67702e-04  +14.268  68.15
 12 5.581e-05 3.23512e-04  +38.090  84.44
 14 7.734e-05 4.00853e-04  +71.103  93.70
 16 1.396e-04 5.40426e-04 +130.680  97.87
  smallest term n=10; best sum n=8, error -2.09e-05 hartree
R=8 bohr: |E| in bases of degree 14, 20, 28 (hartree): 3.64152e-05 3.64844e-05 3.65203e-05
  extrapolated |E|=3.65590e-05 hartree, correction 3.9e-08
  6 2.479e-05 2.47918e-05  -32.187   4.33
  8 7.415e-06 3.22066e-05  -11.905  12.70
 10 3.060e-06 3.52667e-05   -3.535  27.45
 12 1.768e-06 3.70346e-05   +1.301  46.67
 14 1.378e-06 3.84127e-05   +5.070  65.93
 16 1.399e-06 3.98115e-05   +8.897  81.22
 18 1.795e-06 4.16069e-05  +13.807  91.08
 20 2.844e-06 4.44506e-05  +21.586  96.33
  smallest term n=14; best sum n=12, error +4.76e-07 hartree
R=10 bohr: |E| in bases of degree 14, 20, 28 (hartree): 8.25355e-06 8.25647e-06 8.25792e-06
  extrapolated |E|=8.25938e-06 hartree, correction 1.5e-09
  6 6.499e-06 6.49903e-06  -21.313   0.50
  8 1.244e-06 7.74302e-06   -6.252   2.14
 10 3.286e-07 8.07160e-06   -2.274   6.61
 12 1.215e-07 8.19309e-06   -0.803  15.65
 14 6.061e-08 8.25369e-06   -0.069  29.70
 16 3.938e-08 8.29307e-06   +0.408  47.03
 18 3.234e-08 8.32541e-06   +0.799  64.37
 20 3.279e-08 8.35820e-06   +1.196  78.75
 22 4.021e-08 8.39841e-06   +1.683  88.78
 24 5.869e-08 8.45710e-06   +2.394  94.75
  smallest term n=18; best sum n=14, error -5.69e-09 hartree
R=10 bohr, sum through n=60: 2.518e+04 hartree, 3.05e+09 times |E|
```
